# Why in-plane spins tilt a perpendicular magnet without an incubation delay: test program

```python
# Result under test: for a perpendicular magnet (m = +z), a spin torque with
# polarization s = -z vanishes at zero tilt, so a tilt theta0 must grow as
# exp(rate*t) and the delay is ln(C/theta0)/rate; with s = +y the torque is
# largest at zero tilt and motion starts at once with speed gamma*b.
# Equation: dm/dt = -gamma m x B + gamma b m x (s x m) + alpha m x dm/dt
# b: torque strength in tesla, BK: effective anisotropy field in tesla,
# ALPHA: damping, DELTA: energy barrier / kT. Times are in ns.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import minimize_scalar

GAMMA_SI = const.physical_constants['electron gyromag. ratio'][0]
GAMMA = GAMMA_SI * 1e-9            # rad / (ns T)
BK, ALPHA, MS, TEMP = 0.25, 0.01, 1.0e6, 300.0
DIAM, THICK = 40e-9, 1e-9
VOL = np.pi * DIAM**2 / 4 * THICK
DELTA = MS * BK * VOL / (2 * const.k * TEMP)
POL, HALL = 0.6, 0.4               # spin efficiencies: junction, heavy metal
RA = 5e-12                         # junction resistance x area, ohm m^2
RHO, HEATCAP, STIFF = 1.6e-6, 2.6e6, 15e-12
B_CRIT = ALPHA * BK
RATIO = 3.0
B_STT, B_SOT, B_X = RATIO * B_CRIT, 0.16, -0.02
X, Y, Z = np.eye(3)
ZERO = np.zeros(3)
MARK = np.pi / 4                   # common tilt at which times are compared


def cross(p, q):
    return np.array([p[1]*q[2] - p[2]*q[1], p[2]*q[0] - p[0]*q[2],
                     p[0]*q[1] - p[1]*q[0]])


def velocity(t, m, b, s, alpha, ext):
    """Solve the implicit equation of motion for dm/dt."""
    strength = b(t) if callable(b) else b
    field = ext + BK * m[2] * Z
    torque = GAMMA * (-cross(m, field) + strength * cross(m, cross(s, m)))
    m_cross = np.array([[0, -m[2], m[1]], [m[2], 0, -m[0]], [-m[1], m[0], 0]])
    return np.linalg.solve(np.eye(3) - alpha * m_cross, torque)


def run(m0, b, s, t_end, alpha=ALPHA, ext=ZERO, t_eval=None, events=None):
    return solve_ivp(velocity, (0, t_end), m0, method='DOP853', rtol=1e-9,
                     atol=1e-11, args=(b, s, alpha, ext), t_eval=t_eval,
                     events=events)


def time_to_height(m0, b, s, t_end, height=np.cos(MARK), alpha=ALPHA, ext=ZERO):
    def event(t, m, *args):
        return m[2] - height
    event.terminal, event.direction = True, -1
    hits = run(m0, b, s, t_end, alpha, ext, events=event).t_events[0]
    return hits[0] if len(hits) else np.inf


def growth(b):
    return GAMMA * (b - B_CRIT) / (1 + ALPHA**2)


def primitive(u, b):
    a = B_CRIT
    return (-np.log(1 - u) / (2*(b - a)) + np.log(1 + u) / (2*(b + a))
            + a / (b*b - a*a) * np.log(1 - a*u/b))


def delay(b, theta0):
    return (1 + ALPHA**2) / GAMMA * (primitive(np.cos(theta0), b)
                                     - primitive(np.cos(MARK), b))


def log_c(b):
    a = B_CRIT
    return (b*np.log(2) + a*np.log(1 - a/b)) / (b + a) \
        - (b - a) * primitive(np.cos(MARK), b)


def tilted(theta, direction):
    return np.sin(theta) * direction + np.cos(theta) * Z


# Initial speeds and the polar-angle equation, from the implicit definition
speed_stt = np.linalg.norm(velocity(0, Z, B_SOT, -Z, ALPHA, ZERO))
speed_sot = np.linalg.norm(velocity(0, Z, B_SOT, Y, ALPHA, ZERO))
assert speed_stt < 1e-12
assert abs(speed_sot / (GAMMA*B_SOT/np.sqrt(1 + ALPHA**2)) - 1) < 1e-10
for theta in (0.2, 1.0, 2.3):
    v = velocity(0, tilted(theta, X), B_STT, -Z, ALPHA, ZERO)
    rate = GAMMA*np.sin(theta)*(B_STT - B_CRIT*np.cos(theta))/(1 + ALPHA**2)
    assert abs(-v[2]/np.sin(theta) - rate) < 1e-9

# Collinear torque: stuck at zero tilt, decay or growth, logarithmic delay
assert run(Z, B_STT, -Z, 5.0).y[2, -1] > 1 - 1e-12
for ratio in (0.5, 3.0):
    m = run(tilted(1e-3, X), ratio*B_CRIT, -Z, 1.0).y[:, -1]
    expected = 1e-3 * np.exp(growth(ratio*B_CRIT))
    assert abs(np.hypot(m[0], m[1]) / expected - 1) < 1e-3
for theta0 in (0.1, 0.01):
    t_num = time_to_height(tilted(theta0, X), B_STT, -Z, 15.0)
    assert abs(t_num / delay(B_STT, theta0) - 1) < 1e-5
    short = (log_c(B_STT) - np.log(theta0)) / growth(B_STT)
    assert abs(short / t_num - 1) < 5e-3
t_static = time_to_height(Z, B_STT, -Z, 15.0, ext=0.002*X)
assert np.isfinite(t_static)       # a static field can supply the tilt

# In-plane torque, weak: prompt but bounded tilt
times = np.array([0.002, 0.01, 0.04, 0.07, 0.11])
weak = run(Z, 0.01*BK, Y, 0.12, alpha=0.0, t_eval=times).y
assert np.allclose(np.hypot(weak[0], weak[1]),
                   0.02*np.abs(np.sin(GAMMA*BK*times/2)), atol=3e-4)
same_b = run(Z, B_STT, Y, 1.0, t_eval=np.linspace(0, 1, 2001)).y
max_tilt = np.degrees(np.arccos(np.min(same_b[2])))
assert abs(np.radians(max_tilt) / (2*B_STT/BK) - 1) < 0.05

# In-plane torque, strong: invariant, travel time and both thresholds
path = run(Z, B_SOT, Y, 0.1, alpha=0.0, t_eval=np.linspace(0.01, 0.1, 10)).y
assert np.allclose(path[0], BK/B_SOT*path[2]*np.log(path[2]), atol=1e-7)


def travel_integrand(r):
    z = 1 - r*r
    y = np.sqrt(1 - z*z - (BK/B_SOT*z*np.log(z))**2)
    return 2*r / (z*y)


t_quad = quad(travel_integrand, 0, np.sqrt(1 - np.cos(MARK)))[0]/(GAMMA*B_SOT)
t_undamped = time_to_height(Z, B_SOT, Y, 1.0, alpha=0.0)
assert abs(t_quad / t_undamped - 1) < 1e-5
peak = minimize_scalar(lambda z: z*np.log(z)/np.sqrt(1 - z*z),
                       bounds=(0.1, 0.9), method='bounded')
sudden = -peak.fun
grid = np.linspace(0, 2, 4001)
below = run(Z, 0.99*sudden*BK, Y, 2.0, alpha=0.0, t_eval=grid).y
above = run(Z, 1.01*sudden*BK, Y, 2.0, alpha=0.0, t_eval=grid).y
assert np.min(below[2]) > peak.x and np.min(above[2]) < 0.01
# Slow ramps; stronger damping only shortens the settling time
for fraction in (0.48, 0.52):
    m = run(Z, lambda t: fraction*BK*min(t/5, 1), Y, 11.0, alpha=0.1).y[:, -1]
    if fraction < 0.5:
        assert abs(2*m[0]*m[2] + 2*fraction) < 2e-3 and m[2] > 0.7
    else:
        assert m[1] > 0.99

# No choice of side without an in-plane field; the field makes the choice
for start in (Z, -Z):
    assert run(start, B_SOT, Y, 2.0).y[1, -1] > 0.9999
    for bx in (B_X, -B_X):
        m = run(start, B_SOT, Y, 2.0, ext=bx*X).y[:, -1]
        assert abs(m[2] - bx/B_SOT) < 1e-4
        assert abs(m[0] + BK*bx/B_SOT**2) < 1e-4
t_plane = time_to_height(Z, B_SOT, Y, 1.0, height=0.0, ext=B_X*X)
rest_z = run(Z, B_SOT, Y, 2.0, ext=B_X*X).y[2, -1]


# Thermal ensembles: explicit equation with random field, Heun steps
def explicit_rate(m, ext, b, s):
    field = ext.copy()
    field[2] = field[2] + BK*m[2]
    along = s[0]*m[0] + s[1]*m[1] + s[2]*m[2]
    spin = np.array([s[0] - along*m[0], s[1] - along*m[1], s[2] - along*m[2]])
    torque = b*spin - cross(m, field)
    return GAMMA/(1 + ALPHA**2) * (torque + ALPHA*cross(m, torque))


probe = np.array([0.48, -0.6, 0.64])
assert np.allclose(explicit_rate(probe, 0.03*X, B_SOT, Y),
                   velocity(0, probe, B_SOT, Y, ALPHA, 0.03*X), atol=1e-10)
rng = np.random.default_rng(7)
COUNT = 4000


def thermal_start():
    u = np.linspace(0, 1, 20001)
    weight = np.exp(DELTA*(u*u - 1))
    cdf = np.concatenate(([0], np.cumsum((weight[1:] + weight[:-1])/2)))
    uz = np.interp(rng.random(COUNT), cdf/cdf[-1], u)
    phi = 2*np.pi*rng.random(COUNT)
    r = np.sqrt(1 - uz*uz)
    return np.array([r*np.cos(phi), r*np.sin(phi), uz])


def passage_times(m, b, s, dt, steps):
    sigma = np.sqrt(2*ALPHA*const.k*TEMP/(GAMMA_SI*MS*VOL*dt*1e-9))
    first = np.full(COUNT, np.inf)
    first[m[2] < np.cos(MARK)] = 0.0
    for n in range(1, steps + 1):
        noise = sigma*rng.standard_normal((3, COUNT))
        k1 = explicit_rate(m, noise, b, s)
        k2 = explicit_rate(m + dt*k1, noise, b, s)
        m = m + dt*(k1 + k2)/2
        m = m/np.sqrt(np.sum(m*m, axis=0))
        first[(m[2] < np.cos(MARK)) & np.isinf(first)] = n*dt
    return first


def quantile_time(q, barrier):
    return (np.log(barrier/(-np.log(q))) + 2*log_c(B_STT))/(2*growth(B_STT))


start = thermal_start()
rms_tilt = np.sqrt(np.mean(np.arccos(start[2])**2))
assert abs(rms_tilt*np.sqrt(DELTA) - 1) < 0.06
hot = passage_times(start, B_STT, -Z, 0.002, 3000)
cold = passage_times(np.outer(Z, np.ones(COUNT)), B_STT, -Z, 0.002, 3000)
sot = passage_times(thermal_start(), B_SOT, Y, 0.0002, 1500)
hot_q = np.percentile(hot, [5, 50, 95])
cold_med = np.percentile(cold, 50)
sot_q = np.percentile(sot, [5, 50, 95])
eff = DELTA*(RATIO - 1)/RATIO
# Small-angle theory: errors of order 1/DELTA plus sampling error
assert abs(hot_q[1] - quantile_time(0.5, eff))*growth(B_STT) < 0.12
assert abs(hot_q[2] - quantile_time(0.95, eff))*growth(B_STT) < 0.20
assert abs(cold_med - quantile_time(0.5, eff*RATIO))*growth(B_STT) < 0.12
assert sot_q[2] - sot_q[0] < 0.1*(hot_q[2] - hot_q[0])

# Currents and sizes of neglected effects
per_tesla = 2*const.e*MS*THICK/const.hbar
j_stt, j_sot = per_tesla*B_STT/POL, per_tesla*B_SOT/HALL
j_equal = per_tesla*B_SOT/POL
heating = RHO*j_sot**2/HEATCAP*1e-12
wall = np.pi*np.sqrt(STIFF/(MS*BK/2))
t_sot = time_to_height(Z, B_SOT, Y, 1.0)
t_fl = [time_to_height(Z, B_SOT, Y, 1.0, ext=f*B_SOT*Y) for f in (0.3, -0.3)]

print(f"Dot diameter, thickness: {DIAM*1e9:.0f}, {THICK*1e9:.0f} nm")
print(f"Magnetization: {MS/1e3:.0f} kA/m; temperature: {TEMP:.0f} K")
print(f"Anisotropy field: {BK*1e3:.0f} mT; damping: {ALPHA}")
print(f"Spin efficiency, junction / heavy metal: {POL} / {HALL}")
print(f"Barrier over kT: {DELTA:.1f}")
print(f"Rms thermal tilt, sampled: {rms_tilt:.3f} rad")
print(f"Rms thermal tilt, 1/sqrt(barrier): {DELTA**-0.5:.3f} rad")
print("-- Collinear torque")
print(f"Threshold b: {B_CRIT*1e3:.2f} mT; applied b: {B_STT*1e3:.2f} mT")
print(f"Current density: {j_stt/1e10:.2f} MA/cm2")
print(f"Growth rate: {growth(B_STT):.3f} per ns")
print(f"Growth time: {1/growth(B_STT):.2f} ns")
print(f"Constant C for the 45 degree mark: {np.exp(log_c(B_STT)):.3f}")
print(f"Delay from rms tilt: {delay(B_STT, DELTA**-0.5):.2f} ns")
print(f"Extra delay per decade of tilt: {np.log(10)/growth(B_STT):.2f} ns")
print("Simulated 5, 50, 95 % times: "
      + ", ".join(f"{t:.2f}" for t in hot_q) + " ns")
print(f"Formula 50, 95 % times: {quantile_time(0.5, eff):.2f}, "
      f"{quantile_time(0.95, eff):.2f} ns")
print(f"Start at exact pole, median simulated: {cold_med:.2f} ns")
print(f"Start at exact pole, median formula: "
      f"{quantile_time(0.5, eff*RATIO):.2f} ns")
print(f"Formula time for 1e-6 laggards: {quantile_time(1-1e-6, eff):.1f} ns")
print(f"No heat, 2 mT in-plane field, time: {t_static:.2f} ns")
print("-- In-plane-polarized torque")
print(f"Applied b: {B_SOT*1e3:.0f} mT; current: {j_sot/1e10:.0f} MA/cm2")
print(f"Initial speed: {speed_sot:.2f} rad/ns; collinear: {speed_stt:.2f}")
print(f"Time 1/(gamma b): {1e3/(GAMMA*B_SOT):.1f} ps")
print(f"Time from exact pole to 45 degrees: {t_sot*1e3:.1f} ps")
print(f"Same, undamped integral: {t_quad*1e3:.1f} ps")
print("Simulated 5, 50, 95 % times: "
      + ", ".join(f"{t*1e3:.1f}" for t in sot_q) + " ps")
print(f"Sudden threshold b/BK: {sudden:.4f}, b: {sudden*BK*1e3:.1f} mT")
print(f"Slow-ramp threshold b: {BK/2*1e3:.0f} mT")
print(f"Largest tilt at b = {B_STT*1e3:.2f} mT: {max_tilt:.2f} degrees")
print(f"In-plane field {B_X*1e3:.0f} mT: m_z at rest {rest_z:.3f}")
print(f"Time to cross the plane with that field: {t_plane*1e3:.0f} ps")
print(f"-- Both torques at b = {B_SOT*1e3:.0f} mT, time to 45 degrees")
for theta0 in (0.1, 0.01, 0.001):
    t_in = time_to_height(tilted(theta0, -Y), B_SOT, Y, 1.0)
    t_col = time_to_height(tilted(theta0, -Y), B_SOT, -Z, 2.0)
    assert abs(t_col/delay(B_SOT, theta0) - 1) < 1e-4
    print(f"Tilt {theta0} rad: collinear {t_col*1e3:.0f} ps, "
          f"in-plane {t_in*1e3:.1f} ps")
print("-- Neglected effects")
print(f"Junction resistance-area: {RA*1e12:.0f} ohm um2")
print(f"Junction voltage at {B_STT*1e3:.2f} mT: {j_stt*RA:.2f} V")
print(f"Junction voltage at {B_SOT*1e3:.0f} mT: {j_equal*RA:.1f} V")
print(f"Line resistivity: {RHO*1e8:.0f} uohm cm; "
      f"heat capacity: {HEATCAP/1e6:.1f} J/(cm3 K)")
print(f"Line heating without heat loss: {heating:.2f} K/ps")
print(f"Heating until plane crossing: {heating*t_plane*1e3:.0f} K")
print(f"Field-like torque +30 %, -30 %: time to 45 degrees "
      f"{t_fl[0]*1e3:.1f}, {t_fl[1]*1e3:.1f} ps")
print(f"Exchange stiffness: {STIFF*1e12:.0f} pJ/m; wall width: "
      f"{wall*1e9:.0f} nm")
print("verified")
```

It prints:

```
Dot diameter, thickness: 40, 1 nm
Magnetization: 1000 kA/m; temperature: 300 K
Anisotropy field: 250 mT; damping: 0.01
Spin efficiency, junction / heavy metal: 0.6 / 0.4
Barrier over kT: 37.9
Rms thermal tilt, sampled: 0.164 rad
Rms thermal tilt, 1/sqrt(barrier): 0.162 rad
-- Collinear torque
Threshold b: 2.50 mT; applied b: 7.50 mT
Current density: 3.80 MA/cm2
Growth rate: 0.880 per ns
Growth time: 1.14 ns
Constant C for the 45 degree mark: 0.770
Delay from rms tilt: 1.77 ns
Extra delay per decade of tilt: 2.62 ns
Simulated 5, 50, 95 % times: 0.95, 1.73, 3.13 ns
Formula 50, 95 % times: 1.75, 3.22 ns
Start at exact pole, median simulated: 2.37 ns
Start at exact pole, median formula: 2.37 ns
Formula time for 1e-6 laggards: 9.4 ns
No heat, 2 mT in-plane field, time: 5.19 ns
-- In-plane-polarized torque
Applied b: 160 mT; current: 122 MA/cm2
Initial speed: 28.17 rad/ns; collinear: 0.00
Time 1/(gamma b): 35.5 ps
Time from exact pole to 45 degrees: 33.7 ps
Same, undamped integral: 33.5 ps
Simulated 5, 50, 95 % times: 25.0, 33.4, 42.6 ps
Sudden threshold b/BK: 0.4024, b: 100.6 mT
Slow-ramp threshold b: 125 mT
Largest tilt at b = 7.50 mT: 3.39 degrees
In-plane field -20 mT: m_z at rest -0.125
Time to cross the plane with that field: 111 ps
-- Both torques at b = 160 mT, time to 45 degrees
Tilt 0.1 rad: collinear 76 ps, in-plane 37.0 ps
Tilt 0.01 rad: collinear 159 ps, in-plane 34.0 ps
Tilt 0.001 rad: collinear 242 ps, in-plane 33.7 ps
-- Neglected effects
Junction resistance-area: 5 ohm um2
Junction voltage at 7.50 mT: 0.19 V
Junction voltage at 160 mT: 4.1 V
Line resistivity: 160 uohm cm; heat capacity: 2.6 J/(cm3 K)
Line heating without heat loss: 0.91 K/ps
Heating until plane crossing: 101 K
Field-like torque +30 %, -30 %: time to 45 degrees 32.6, 31.0 ps
Exchange stiffness: 15 pJ/m; wall width: 34 nm
verified
```
